# Rotating a Piezoresistance Matrix: The Inverse, the Transpose and the Error

A bridge of four p-type silicon resistors, aligned along and across [110], is loaded by 50 MPa along [110] and supplied with 3 V. One rotation of its piezoresistance matrix predicts an output of 104.8 mV, another 209.7 mV. The two calculations share the same coefficients, the same angle and the same transformation matrix \(M\). They differ in the last factor of one product: \(M^{-1}\) in the first, \(M^{T}\) in the second. The first is right. The factor of two comes from the way shear stress is counted.

## Where the factor 2 sits

For small stress and zero magnetic field, the relative change of the resistivity tensor is linear in stress:

\[
\frac{\Delta\rho_{ij}}{\rho_0}=\sum_{kl}\pi_{ijkl}\,\sigma_{kl}. \tag{1}
\]

Here \(\rho_0\) is the isotropic resistivity without stress. Both tensors in (1) are symmetric, so \(\pi_{ijkl}\) may be taken as symmetric in \(ij\) and in \(kl\). It need not be symmetric under exchange of the two pairs. In a magnetic field the resistivity acquires an antisymmetric Hall part, and six components no longer suffice.

Number the pairs 11, 22, 33, 23, 13, 12 from 1 to 6. Let \(s\) hold the stresses and \(r\) the relative resistivity changes, both without factors 2: \(s_6=\sigma_{12}\) and \(r_6=\Delta\rho_{12}/\rho_0\). In (1) a shear stress occurs twice, once as \(\sigma_{kl}\) and once as \(\sigma_{lk}\). Hence

\[
r=\Pi s,\qquad \Pi_{IJ}=g_J\,\pi_{ijkl},\qquad g=(1,1,1,2,2,2). \tag{2}
\]

With \(P_{IJ}=\pi_{ijkl}\) and \(G=\mathrm{diag}(g)\), this reads \(\Pi=PG\). The factor 2 belongs to the shear columns of \(\Pi\), not to its shear rows.

## The stress transformation and its inverse

Let the rows of the orthogonal matrix \(a\) be the new axes, written in the old ones, so that \(x'=ax\). Then \(\sigma'=a\sigma a^T\), or

\[
\sigma'_{ij}=\sum_{kl}a_{ik}a_{jl}\sigma_{kl}.
\]

Collecting the two equal shear terms gives \(s'=Ms\), where \(I\) stands for \(ij\), \(K\) for \(kl\), and

\[
M_{IK}=
\begin{cases}
a_{ik}a_{jk}, & k=l,\\
a_{ik}a_{jl}+a_{il}a_{jk}, & k\ne l.
\end{cases}\tag{3}
\]

The vector \(r\) is built from a symmetric tensor in the same way, so \(r'=Mr\). Therefore

\[
r'=M\Pi s=M\Pi M^{-1}s',\qquad \boxed{\Pi'=M\Pi M^{-1}}. \tag{4}
\]

No elimination is needed for the inverse. The rotation \(a^T\) undoes \(a\), so \(M^{-1}=M(a^T)\).

The relation to the transpose follows from a scalar. For two symmetric tensors with vectors \(s\) and \(t\), the full contraction \(\sum_{ij}\sigma_{ij}\tau_{ij}\) equals \(s^TGt\), because each shear product occurs twice. A rotation leaves it unchanged: \(s^TM^TGMt=s^TGt\) for all \(s\) and \(t\). Thus

\[
M^TGM=G,\qquad M^{-1}=G^{-1}M^TG. \tag{5}
\]

The second form follows on multiplying the first by \(G^{-1}\) from the left.

## Agreement with the fourth-rank tensor

The tensor rotates as

\[
\pi'_{ijkl}=\sum_{mnpq}a_{im}a_{jn}a_{kp}a_{lq}\,\pi_{mnpq}.
\]

Group the sum over \(m,n\) into pairs. The two orders of an unequal pair multiply the same component of \(\pi\), and their coefficients add up to the entry of \(M\) in (3). The sum over \(p,q\) does the same for the second pair. Hence \(P'=MPM^T\), with a transpose. Restoring the column factors and using (5),

\[
\Pi'=P'G=MPM^TG=M\Pi\,(G^{-1}M^TG)=M\Pi M^{-1}. \tag{6}
\]

This is (4) again. The transpose is correct for \(P\) and wrong for \(\Pi\). The product

\[
W=M\Pi M^T \tag{7}
\]

treats the entries of \(\Pi\) as if they were tensor components: it forgets the factor 2 on entry and again on exit.

There is a related matrix for which the transpose is right. Suppose the resistivity change is given by strain, \(r=me\), where \(e\) contains engineering shear strains, twice the tensor components. If \(\epsilon\) is the vector without these factors, then \(e=G\epsilon\) and \(\epsilon'=M\epsilon\). So \(e'=GMG^{-1}e\), which by the transpose of (5) is \((M^{-1})^Te\). Then \(e=M^Te'\), and \(r'=Mme=MmM^Te'\). The convention for the input vector decides the last factor.

## When does the transpose do no harm?

The error is \(W-\Pi'=M\Pi(M^T-M^{-1})\). If \(\Pi\) is invertible, it vanishes if and only if \(M^T=M^{-1}\). By (5) this means \(GM^T=M^TG\), or \((g_I-g_J)(M^T)_{IJ}=0\). All entries of \(M\) that connect normal and shear components must then vanish. The entries with a normal row and a shear column are \(2a_{ik}a_{il}\), \(k\ne l\), so each row of \(a\) has a single nonzero element, equal to \(\pm1\). Such an \(a\) is a signed permutation of the axes. Conversely, a signed permutation also has a single nonzero element in each column, so the remaining connecting entries \(a_{ik}a_{jk}\), \(i\ne j\), vanish too, and the transpose is correct.

A test with a 90 degree rotation about a crystal axis therefore cannot separate the two rules.

## The error in a cubic crystal

In the crystal axes of silicon or germanium, three numbers suffice: \(\pi_{11}\), \(\pi_{12}\) and \(\pi_{44}\), the last being the matrix entry \(\Pi_{44}=2\pi_{2323}\). Define

\[
I_{ijkl}=\tfrac12(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}),\quad
S_{ijkl}=\sum_m a_{im}a_{jm}a_{km}a_{lm},\quad
A=\pi_{11}-\pi_{12}-\pi_{44}.
\]

Then, in rotated axes,

\[
\pi'_{ijkl}=\pi_{12}\delta_{ij}\delta_{kl}+\pi_{44}I_{ijkl}+A\,S_{ijkl}. \tag{8}
\]

To verify this, set \(a=1\). The component 1111 is \(\pi_{12}+\pi_{44}+A=\pi_{11}\), the component 1122 is \(\pi_{12}\), and 2323 is \(\pi_{44}/2\), as required. Under rotation the first two terms keep their form, and the third becomes \(S\).

The wrong product (7) starts from a shear component \(\pi_{44}\) where \(\pi_{44}/2\) belongs. This replaces \(\pi_{44}\) by \(2\pi_{44}\) in (8), and the result is read without the column factor:

\[
W_{IJ}=\pi_{12}\delta_{ij}\delta_{kl}+2\pi_{44}I_{ijkl}+(A-\pi_{44})S_{ijkl}.
\]

In a normal column, subtract (8) itself. In a shear column, subtract twice (8), where \(\delta_{kl}=0\); the coefficient of \(S\) is then \(A-\pi_{44}-2A=-(A+\pi_{44})=-(\pi_{11}-\pi_{12})\), and the terms in \(I\) cancel. Thus

\[
W_{IJ}-\Pi'_{IJ}=
\begin{cases}
\pi_{44}(I_{ijkl}-S_{ijkl}), & J\le3,\\
-(\pi_{11}-\pi_{12})\,S_{ijkl}, & J\ge4.
\end{cases}\tag{9}
\]

Normal stress is misjudged in proportion to \(\pi_{44}\), shear stress in proportion to \(\pi_{11}-\pi_{12}\).

Take a resistor along the unit vector \(n\), with stress along \(n\). Let \(q=n_1^2n_2^2+n_2^2n_3^2+n_3^2n_1^2\). Squaring \(\sum_i n_i^2=1\) gives \(S_{1111}=\sum_i n_i^4=1-2q\), so

\[
\Pi'_{11}=\pi_{11}-2Aq,\qquad W_{11}-\Pi'_{11}=2\pi_{44}q. \tag{10}
\]

Since \(\sum_i n_i^4\ge1/3\), with equality along \(\langle111\rangle\), \(q\) is at most \(1/3\), and the longitudinal error is largest in size there. For stress along a perpendicular direction \(m\), with \(p=\sum_i n_i^2m_i^2\), we have \(I_{1122}=0\) and \(S_{1122}=p\). The transverse coefficient is \(\pi_{12}+Ap\), and its error is \(-\pi_{44}p\).

In the (001) plane, at angle \(\theta\) from [100], \(q=\tfrac14\sin^22\theta\). The longitudinal error is \(\tfrac12\pi_{44}\sin^22\theta\), which for small angles is \(2\pi_{44}\theta^2\). The entry \(\Pi'_{61}\), which gives a transverse field under longitudinal stress, is more sensitive at small angles. With \(a_1=(\cos\theta,\sin\theta,0)\) and \(a_2=(-\sin\theta,\cos\theta,0)\),

\[
S_{1211}=-\cos^3\theta\sin\theta+\sin^3\theta\cos\theta=-\tfrac14\sin4\theta.
\]

Its error is \(\tfrac14\pi_{44}\sin4\theta\), linear in a small angle. Its ratio to the longitudinal error is \(\cot2\theta\), so it is the larger of the two only below 22.5 degrees, and it vanishes at 45 degrees.

## Algorithm and numerical error

1. Form \(a\) from the new axes and check that \(aa^T=1\) to working precision.
2. Build \(M(a)\) from (3), and \(M(a^T)\) with the same routine.
3. Compute \(\Pi'=M(a)\,\Pi\,M(a^T)\).
4. For at least one rotation that is not a signed permutation, compare with the fourth-rank sum, dividing shear columns by 2 on entry and multiplying them by 2 on exit.

Step 1 matters because \(M(a)M(a^T)=M(aa^T)\). If rounded direction cosines give \(aa^T=1+\eta\), with \(\eta\) symmetric and small, the corresponding map on a stress tensor is \((1+\eta)\sigma(1+\eta)\approx\sigma+\eta\sigma+\sigma\eta\). The supposed inverse is then wrong to first order in \(\eta\).

For an orthogonal \(a\) the method is well conditioned. Put \(D=G^{1/2}\) and \(K=DMD^{-1}\). From (5),

\[
K^TK=D^{-1}M^TGMD^{-1}=D^{-1}GD^{-1}=1.
\]

So \(K\) is orthogonal, and \(M=D^{-1}KD\) has a spectral norm of at most \(\sqrt2\). The same bound holds for \(M^{-1}\). An error \(\delta\Pi\) in the coefficients therefore grows by at most a factor 2 in this norm.

In a comparison with the tensor sum for 40 random rotations, each with a random matrix of order-one entries and no symmetry, the largest difference was \(9\times10^{-16}\). Rounding is not the source of the factor of two between the bridge voltages.

## Checks that miss the fault, and checks that find it

Rotation there and back misses it. Since \(M(a^T)M(a)=1\), the wrong rule gives

\[
M(a^T)\,[M(a)\Pi M(a)^T]\,M(a^T)^T=\Pi .
\]

It returns the starting matrix although the intermediate one is wrong.

Hydrostatic stress also misses it, for any \(\Pi\). With \(h=(1,1,1,0,0,0)\), (3) gives \((M^Th)_K=\sum_i a_{ik}^2=1\) for \(k=l\) and \(2\sum_i a_{ik}a_{il}=0\) for \(k\ne l\), so \(M^Th=h=M^{-1}h\). The cubic case shows the same thing. Hydrostatic stress adds the three normal columns, and by (9) the error is proportional to

\[
\sum_k(I_{ijkk}-S_{ijkk})=\delta_{ij}-\sum_m a_{im}a_{jm}=0,
\]

because \(\sum_k a_{km}^2=1\).

An isotropic matrix finds the fault. For \(A=0\), (8) does not depend on \(a\), so \(\Pi\) must not change. With \(\pi_{11}=3\), \(\pi_{12}=1\), \(\pi_{44}=2\) and a 45 degree rotation about [001], the transpose turns the 11 entry from 3 into 4. This is the error \(2\pi_{44}q=2\cdot2\cdot\tfrac14=1\) of (10).

The trace is a cheaper check, since (4) is a similarity transformation and keeps all eigenvalues. Let \(Q\) be the sum of \(S_{ijij}\) over \(i<j\). The orthogonality of \(a\) gives \(\sum_iS_{iiii}+2Q=\sum_m(\sum_i a_{im}^2)^2=3\). Summing the diagonal of (9),

\[
\mathrm{tr}\,W-\mathrm{tr}\,\Pi'=\pi_{44}\Bigl(3-\sum_iS_{iiii}\Bigr)-(\pi_{11}-\pi_{12})Q
=Q\,(2\pi_{44}-\pi_{11}+\pi_{12}).
\]

The trace is thus blind in the special case \(\pi_{11}-\pi_{12}=2\pi_{44}\), and the tensor comparison remains the safer test.

## The silicon bridge

Take \(\pi_{11}=70\), \(\pi_{12}=-10\) and \(\pi_{44}=1400\) per TPa, rough typical values for lightly doped p-type silicon at 300 K. Rotate by 45 degrees about [001], so that the new first axis is [110]. Components 1, 2 and 6 separate from the rest, with

\[
M=\begin{pmatrix}\tfrac12&\tfrac12&1\\ \tfrac12&\tfrac12&-1\\ -\tfrac12&\tfrac12&0\end{pmatrix},\qquad
M^{-1}=\begin{pmatrix}\tfrac12&\tfrac12&-1\\ \tfrac12&\tfrac12&1\\ \tfrac12&-\tfrac12&0\end{pmatrix}.
\]

The first row of \(M\Pi\) is \((30,30,1400)\) per TPa. Multiplied by the first column of \(M^{-1}\), it gives \(15+15+700=730\). Multiplied by the first column of \(M^T\), which is \((\tfrac12,\tfrac12,1)\), it gives \(15+15+1400=1430\). The shear contribution has been counted twice. The second columns give \(-670\) and \(-1370\) per TPa.

For a long, thin resistor the current direction is fixed, and \(\Pi'_{11}\) or \(\Pi'_{21}\) gives the resistance change. Let all four resistors carry the same 50 MPa along [110]. The correct changes are \(r_l=730\times50\times10^{-6}=3.65\,\%\) along the stress and \(r_t=-3.35\,\%\) across it. Each half of the bridge has one resistor of each kind in series, in opposite order, so the difference of the two divider voltages is

\[
V=V_s\frac{R_l-R_t}{R_l+R_t}=V_s\frac{r_l-r_t}{2+r_l+r_t}
=3\ \mathrm V\times\frac{0.0700}{2.0030}=104.8\ \mathrm{mV}. \tag{11}
\]

The transpose gives 7.15 % and \(-6.85\,\%\), hence 209.7 mV. The denominator is the same, because the longitudinal and transverse errors, \(+700\) and \(-700\) per TPa, cancel in the sum. A user who interprets the true voltage with the wrong matrix infers 25.0 MPa instead of 50 MPa.

In n-type silicon the larger error is in shear. With the assumed inputs \(-1020\), \(530\) and \(-140\) per TPa, chosen for illustration, and the same rotation, the 11 entry is \(-315\) and the transpose gives \(-385\) per TPa. The 66 entry is \(\pi_{11}-\pi_{12}=-1550\) per TPa, whereas the transpose gives \(-775\). This follows from (9) with \(S_{1212}=\tfrac12\). A shear stress inferred from the transverse field would come out twice too large. This factor holds for any cubic crystal at this angle; in the p-type example the 66 entries are 80 and 40 per TPa.

## How the example compares with a real sensor

A piezoresistor may be doped well above the light-doping limit and used hot. A rough estimate treats stress as a shift of a parabolic band edge against the Fermi level, with relaxation time proportional to \(E^{-1/2}\). The conductivity is then proportional to \(\ln(1+e^{\eta})\), where \(\eta\) is the Fermi level above the band edge in units of \(kT\), counted in hole energy, which increases downward into the valence band. A Fermi level in the gap thus has \(\eta<0\). Its logarithmic derivative, multiplied by \(300\ \mathrm K/T\), scales the response relative to light doping at 300 K. For \(5\times10^{18}\) holes per cm³, a density-of-states mass of 0.8 electron masses and full ionization, the factor is 0.88 at 300 K and 0.69 at 398 K. If it applied equally to all coefficients, the 105 mV would fall to about 92 mV and 72 mV. The second digit depends on the inputs. A mass of 1.15 gives 0.925 and 0.716, and a relaxation time proportional to \(E^{3/2}\), as for scattering by ionized impurities, which matter at this doping, gives 0.97 and 0.74 with the mass 0.8. The single band also ignores the coupling of heavy and light holes, so these are sizes, not corrections. A pressure-sensor diaphragm also breaks the assumption of uniaxial stress. With an added stress \(\sigma_t\) across [110], \(r_l-r_t\) becomes \(1400\,(\sigma_l-\sigma_t)\) per TPa, so a transverse stress of one fifth of the longitudinal one lowers the output by about one fifth.

Three other neglected effects are smaller here. The change of dimensions adds \(2\epsilon_l-\mathrm{tr}\,\epsilon=0.042\,\%\) to the longitudinal resistance change, for assumed elastic constants of 166, 64 and 80 GPa. The strain splits the heavy and light holes by about 1.9 meV in a four-band model with rough deformation potentials of \(-2.2\) and \(-5.0\) eV. If the response followed an exponential of splitting over \(kT\), its second-order term would be half that ratio times the first, or about 4 %. This form is an assumption, and the true term can be well below that. Turning resistor and stress together by 3 degrees lowers the longitudinal coefficient by 1 %. The transpose raises that coefficient by 96 %, more than any of these effects changes it. The computed factors and coefficients are listed in the numerical output below.

## Calculated quantities

```
M at 45 deg about z, rows/cols 1,2,6
    0.5     0.5     1.0
    0.5     0.5    -1.0
   -0.5     0.5     0.0
inverse of M, same block
    0.5     0.5    -1.0
    0.5     0.5     1.0
    0.5    -0.5     0.0
p-Si input p11,p12,p44: 70 -10 1400 1/TPa
right matrix, [110] axes (1/TPa)
    730    -670     -10       0       0       0
   -670     730     -10       0       0       0
    -10     -10      70       0       0       0
      0       0       0    1400       0       0
      0       0       0       0    1400       0
      0       0       0       0       0      80
transpose matrix, [110] axes (1/TPa)
   1430   -1370     -10       0       0       0
  -1370    1430     -10       0       0       0
    -10     -10      70       0       0       0
      0       0       0    1400       0       0
      0       0       0       0    1400       0
      0       0       0       0       0      40
largest right-minus-tensor, random: 9e-16
trace right, transpose: 4410 5770 1/TPa
isotropic test, 11 entry: true 3.0, transpose 4.0
longitudinal at 0 deg: right 70, transpose 70 1/TPa
longitudinal at 15 deg: right 235, transpose 410 1/TPa
longitudinal at 30 deg: right 565, transpose 1090 1/TPa
longitudinal at 45 deg: right 730, transpose 1430 1/TPa
longitudinal [111]: right 950, transpose 1883 1/TPa
stress 50 MPa, supply 3 V
dR/R along, across, right: 3.65 -3.35 %
dR/R along, across, transpose: 7.15 -6.85 %
bridge: right 104.8, transpose 209.7 mV
stress inferred with transpose: 25.0 MPa
n-Si input: -1020 530 -140 1/TPa
n-Si 11 entry: right -315, transpose -385 1/TPa
n-Si 66 entry: right -1550, transpose -775 1/TPa
transpose error in 11 entry, p-Si: 95.9 %
doping 5e+18 cm^-3, hole mass 0.8 m_e
Fermi level above band edge/kT, 300 K: -1.18
sensitivity factor at 300 K: 0.877
sensitivity factor at 398 K: 0.691
dimension change in dR/R: 0.042 %
hole splitting 1.90 meV, kT 25.85 meV
second order / first order, about: 3.7 %
3 deg misalignment, 11 entry: -0.99 %
```
